\section*{Interband absorbance of gapped graphene and its doubled threshold}

\section{A doubled number}

Take a cold, undoped, suspended sheet of gapped graphene with a gap of $0.25$ eV and a band velocity of $10^6$ m/s. For independent electrons, and to first order in the fine-structure constant, light just above the gap, near a wavelength of 4959 nm, loses $4.585\%$ of its power in the sheet. Without a gap the loss in the same approximation is $2.2925\%$ at every photon energy at which the Dirac model holds. The first number is twice the second, and neither the velocity nor the size of the gap enters the ratio. The proof below shows where the factor of two comes from.

\section{Model and statement}

SI formulas are used, with energies in eV and lengths in nm where numbers appear. The electron charge is $-e$. Near valley $\tau=\pm1$ the Hamiltonian is
\begin{equation}
H_\tau=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\frac{E_g}{2}\sigma_z ,
\label{ham}
\end{equation}
where $\mathbf k$ is measured from the valley centre, $v$ is the band velocity and the Pauli matrices act on the two sublattices. The last term is an energy difference between the sublattices. Since the three Pauli matrices anticommute, $H_\tau^2=E^2$, so the bands are $\pm E$ with
\begin{equation}
E=\sqrt{\frac{E_g^2}{4}+\hbar^2v^2k^2}.
\label{band}
\end{equation}
The smallest pair energy $2E$ is $E_g$.

The assumptions are these. The electrons are independent, the lower band is full and the upper band is empty. Each valley holds two spins. The levels are sharp. The light is weak and falls at normal incidence, so it carries no momentum along the sheet. The absorbance $A$ is the absorbed fraction of the incident power.

\paragraph{Theorem.} To first order in the fine-structure constant $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$,
\begin{equation}
A(\omega)=\pi\alpha\left[1+\left(\frac{E_g}{\hbar\omega}\right)^2\right]
\quad(\hbar\omega>E_g),
\label{main}
\end{equation}
and $A=0$ for $\hbar\omega<E_g$. As $\hbar\omega\to E_g$ from above, $A\to2\pi\alpha$, twice the gapless value $\pi\alpha$.

The proof needs the strength of one transition and the number of transitions available.

\section{Two lemmas}

\paragraph{Lemma 1 (matrix element).} Let $|v\rangle$ and $|c\rangle$ be the lower and upper states at the same $\mathbf k$, and let $n_z=E_g/(2E)$. Averaged over the direction of $\mathbf k$,
\begin{equation}
\overline{|\langle c|\sigma_x|v\rangle|^2}=\frac{1+n_z^2}{2}.
\label{matrix}
\end{equation}

\emph{Proof.} Write $H_\tau=E\,\mathbf n\cdot\boldsymbol\sigma$ with the unit vector
\begin{equation}
\mathbf n=\frac{1}{E}\left(\tau\hbar vk_x,\ \hbar vk_y,\ \frac{E_g}{2}\right).
\end{equation}
The lower state has its pseudospin along $-\mathbf n$, so $\langle v|\sigma_x|v\rangle=-n_x$. The two states are complete, $|c\rangle\langle c|=1-|v\rangle\langle v|$, and $\sigma_x^2=1$. Therefore
\begin{align}
|\langle c|\sigma_x|v\rangle|^2
&=\langle v|\sigma_x\bigl(1-|v\rangle\langle v|\bigr)\sigma_x|v\rangle\nonumber\\
&=1-\langle v|\sigma_x|v\rangle^2=1-n_x^2 .
\end{align}
The in-plane part of $\mathbf n$ has squared length $1-n_z^2$, which the angular average shares equally between $x$ and $y$. Thus $\overline{n_x^2}=(1-n_z^2)/2$, and \eqref{matrix} follows. The same average holds for $\sigma_y$, so the direction of linear polarization does not matter.

\paragraph{Lemma 2 (joint density).} For one spin and one valley, the number of vertical pairs per area and per pair energy at $\hbar\omega>E_g$ is
\begin{equation}
J(\omega)=\int\frac{d^2k}{(2\pi)^2}\,\delta(2E-\hbar\omega)=\frac{\omega}{8\pi\hbar v^2}.
\label{joint}
\end{equation}

\emph{Proof.} Differentiating \eqref{band} gives $k\,dk=E\,dE/(\hbar^2v^2)$. The angular integral gives $2\pi$, so
\begin{equation}
J=\frac{1}{2\pi\hbar^2v^2}\int_{E_g/2}^{\infty}E\,\delta(2E-\hbar\omega)\,dE .
\end{equation}
The delta function sets $E=\hbar\omega/2$ and contributes a factor $1/2$ because its argument contains $2E$. Hence $J=\hbar\omega/(8\pi\hbar^2v^2)$, which is \eqref{joint}. If $\hbar\omega<E_g$, the point $E=\hbar\omega/2$ lies outside the range and $J=0$.

Above the gap, $J$ does not contain $E_g$. The gap flattens the bands near their edge, which brings more states into each energy interval, and this compensates for the smaller resonant $k$.

\section{Proof of the theorem}

Let the field be $E_0\cos\omega t$ along $x$. From $\mathcal E_x=-\partial_tA_x$ the vector potential is $A_x=-(E_0/\omega)\sin\omega t$. For charge $-e$ the field enters through $\mathbf k\to\mathbf k+e\mathbf A/\hbar$. Because \eqref{ham} is linear in $\mathbf k$, the perturbation is
\begin{equation}
H'=ev\tau\sigma_xA_x=-\frac{eE_0v}{\omega}\,\tau\sigma_x\sin\omega t ,
\end{equation}
with no term in $A_x^2$. Since $\sin\omega t=(e^{i\omega t}-e^{-i\omega t})/(2i)$, the part varying as $e^{-i\omega t}$, which raises the electron energy by $\hbar\omega$, has magnitude $eE_0v/(2\omega)$ times $\sigma_x$. The golden rule gives the rate of one transition,
\begin{equation}
w=\frac{2\pi}{\hbar}\left(\frac{eE_0v}{2\omega}\right)^2|\langle c|\sigma_x|v\rangle|^2\,\delta(2E-\hbar\omega).
\end{equation}
Each transition absorbs $\hbar\omega$, and there are four copies from two spins and two valleys. At resonance $E=\hbar\omega/2$, so $n_z=E_g/(\hbar\omega)$. With the two lemmas, the absorbed power per area is
\begin{align}
P&=4\,\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2E_0^2v^2}{4\omega^2}\,
\frac{1+n_z^2}{2}\,\frac{\omega}{8\pi\hbar v^2}\nonumber\\
&=\frac{\pi e^2E_0^2v^2}{\omega}(1+n_z^2)\,\frac{\omega}{8\pi\hbar v^2}
=\frac{e^2E_0^2}{8\hbar}(1+n_z^2).
\label{power}
\end{align}
The velocity cancels: faster electrons couple more strongly, as $v^2$, but there are fewer pairs, as $1/v^2$. The incident intensity is $\varepsilon_0cE_0^2/2$, so
\begin{equation}
A=\frac{e^2}{4\varepsilon_0\hbar c}(1+n_z^2)=\pi\alpha(1+n_z^2),
\end{equation}
which is \eqref{main}. Here the field at the sheet was taken to be the incident field, which is correct to first order in $\alpha$. $\square$

\paragraph{Remark 1 (origin of the factor).} At equal photon energy the joint density is the same with and without a gap. The doubling is due to the matrix element. The part of the operator $\sigma_x$ that acts along the pseudospin is diagonal in the two states and cannot drive a transition. Without a gap the pseudospin lies in the plane, so part of $\sigma_x$ is lost in this way, and the average strength is $1/2$. At the edge of a gapped band the pseudospin points out of the plane, and the strength is $1$ for any linear polarization in the plane.

\paragraph{Remark 2 (circular light).} Let the part of the field varying as $e^{-i\omega t}$ have polarization $(\hat x+i\lambda\hat y)/\sqrt2$, with $\lambda=\pm1$. In valley $\tau=1$ with $\lambda=1$ the operator is $(\sigma_x+i\sigma_y)/\sqrt2=\sqrt2\,|a\rangle\langle b|$, where $a$ and $b$ are the sublattices of higher and lower energy. Both $|\langle c|a\rangle|^2$ and $|\langle b|v\rangle|^2$ equal $(1+n_z)/2$, so the strength is $(1+n_z)^2/2$. Reversing $\lambda$ exchanges $a$ and $b$ and gives $(1-n_z)^2/2$; reversing $\tau$ does the same. At threshold one valley therefore takes all the absorption of a given helicity. The sum over valleys is $1+n_z^2$, the same as for linear polarization.

\paragraph{Remark 3 (limits and area).} Just above threshold put $\hbar\omega=E_g(1+\delta)$. Then $(1+\delta)^{-2}\simeq1-2\delta$ and $A\simeq2\pi\alpha(1-\delta)$. Far above the gap $A\to\pi\alpha$. The excess over the gapless curve has the area
\begin{equation}
\pi\alpha\int_{E_g}^{\infty}\frac{E_g^2}{(\hbar\omega)^2}\,d(\hbar\omega)=\pi\alpha E_g ,
\end{equation}
equal to the area that the gap removes below threshold. Within the Dirac model the absorption is moved upward in energy, not lost.

For the example, \eqref{main} gives $2.2925\%\times(1+1/1.2^2)=3.885\%$ at $\hbar\omega=1.2E_g$, then $2.866\%$ at $2E_g$ and $2.436\%$ at $4E_g$. Most of the enhancement is gone within one gap energy of the edge.

\section{Beyond first order in $\alpha$}

\paragraph{Proposition.} Let $\sigma$ be the sheet conductivity for time factor $e^{-i\omega t}$, and let $s=\sigma/(\varepsilon_0c)$. With vacuum in front and a transparent medium of index $n$ behind,
\begin{equation}
A=\frac{4\,\mathrm{Re}\,s}{|1+n+s|^2}.
\label{sheet}
\end{equation}

\emph{Proof.} Let $r$ and $t$ be the reflected and transmitted field amplitudes. The tangential electric field is continuous, $1+r=t$. The magnetic field jumps by the sheet current, $(1-r)-nt=st$. Adding the two gives $2=(1+n+s)t$. The sheet absorbs $\mathrm{Re}\,\sigma\,|t|^2E_0^2/2$, and division by $\varepsilon_0cE_0^2/2$ gives $\mathrm{Re}\,s\,|t|^2$, which is \eqref{sheet}. $\square$

For small $s$ and $n=1$ this reduces to $A=\mathrm{Re}\,s$. The theorem thus fixes $\mathrm{Re}\,\sigma=\sigma_0(1+1/x^2)$ above the gap, where $\sigma_0=e^2/(4\hbar)$ and $x=\hbar\omega/E_g$. Causality fixes the imaginary part. Since $\mathrm{Re}\,\sigma$ is even in frequency, the Kramers--Kronig relation reads
\begin{equation}
\frac{\mathrm{Im}\,\sigma}{\sigma_0}=-\frac{2x}{\pi}\,\mathcal P\!\int_1^\infty\frac{1+1/y^2}{y^2-x^2}\,dy .
\end{equation}
The constant limit of $\sigma$ at high frequency does no harm, because $\mathcal P\int_0^\infty dy/(y^2-x^2)=0$. With $L=\ln|(1+x)/(1-x)|$ the two parts are
\begin{align}
\mathcal P\!\int_1^\infty\frac{dy}{y^2-x^2}&=\frac{L}{2x},\\
\mathcal P\!\int_1^\infty\frac{dy}{y^2(y^2-x^2)}&=\frac{1}{x^2}\left(\frac{L}{2x}-1\right),
\end{align}
where the second uses $1/[y^2(y^2-x^2)]=[1/(y^2-x^2)-1/y^2]/x^2$. Therefore
\begin{equation}
\frac{\mathrm{Im}\,\sigma}{\sigma_0}=-\frac1\pi\left[\left(1+\frac1{x^2}\right)L-\frac2x\right].
\label{imag}
\end{equation}

This diverges logarithmically at $x=1$, so at the sharp edge itself the sheet would reflect and $A$ would vanish. With $\delta=|x-1|$, \eqref{imag} gives $|\mathrm{Im}\,s|/2\simeq\alpha\ln(2/\delta)$ to leading logarithm. This reaches $1$ only when $\delta$ is of order $e^{-1/\alpha}$, below $10^{-59}$. Any real linewidth hides such a window. The value $2\pi\alpha$ is thus the threshold limit of the first-order result, not the limit of \eqref{sheet} at a perfectly sharp edge.

At a usable distance the correction is modest. One meV above the gap, $x=1.004$ and \eqref{imag} gives $\mathrm{Im}\,\sigma=-3.31\,\sigma_0$. Equation \eqref{sheet} then gives $A=4.36\%$, against $2.24\%$ for the gapless sheet. Their ratio is $1.945$.

\section{Electron--hole attraction}

For a suspended sheet the attraction between the electron and the hole is a large omission. To estimate it, the screening by the sheet is taken in its static, long-wavelength limit, which follows from the conductivity already found. For small $x$, $L=2x+2x^3/3+\dots$, so the bracket in \eqref{imag} becomes $2/x+2x/3+2x-2/x=8x/3$. A sheet polarization $\chi\mathcal E$ carries the current $-i\omega\chi\mathcal E$, so
\begin{equation}
\chi=-\frac{\mathrm{Im}\,\sigma}{\omega}=\frac{8}{3\pi}\,\frac{e^2}{4\hbar}\,\frac{\hbar}{E_g}=\frac{2e^2}{3\pi E_g}.
\end{equation}
Let the surroundings have mean dielectric constant $\kappa$. A sheet charge density $\rho_q$ of wavenumber $q$ produces a potential $\phi_q$ and an induced density $-\chi q^2\phi_q$, so
\begin{equation}
\phi_q=\frac{\rho_q-\chi q^2\phi_q}{2\varepsilon_0\kappa q}
=\frac{\rho_q}{2\varepsilon_0\kappa q(1+\ell q)},\quad
\ell=\frac{e^2}{3\pi\varepsilon_0\kappa E_g}.
\end{equation}
Transforming back to distance $r$, the pair attraction is
\begin{equation}
V(r)=-\frac{e^2}{4\pi\varepsilon_0\kappa}\int_0^\infty\frac{J_0(qr)}{1+\ell q}\,dq ,
\end{equation}
with $J_0$ the Bessel function. Near the gap $2E\simeq E_g+2\hbar^2v^2k^2/E_g$. Equating the last term to $\hbar^2k^2/(2\mu)$ gives the reduced mass $\mu=E_g/(4v^2)$. The binding energy $E_b$ follows from the lowest solution of
\begin{equation}
-\frac{\hbar^2}{2\mu}\,\frac1r\frac{d}{dr}\left(r\frac{d\psi}{dr}\right)+V\psi=-E_b\psi .
\end{equation}

For the suspended example $\mu$ is $0.011$ electron masses and $\ell=7.7$ nm. Diagonalizing the radial equation on a grid gives $E_b\simeq130$ meV, about half the gap. So large a binding strains the effective-mass approximation. Replacing the parabolic kinetic energy by $2E-E_g$ raises the binding to about 145 meV. Keeping the parabola but using the full wavenumber dependence of the static sheet polarization gives about 138 meV. Made together, the two changes give a value that depends on the short-distance cutoff: roughly 185 to 200 meV for sharp wavenumber cutoffs between 4 and 25 nm$^{-1}$, and slowly more as the cutoff is removed. These variants still leave out the overlaps between Dirac band states at different $\mathbf k$, which weaken the attraction. With the overlaps included as well, the binding returns to about 133 meV and hardly depends on the cutoff; with the long-wavelength screening instead it is about 123 meV. The figure of 130 meV thus benefits from a cancellation of errors, and it remains a rough estimate because the screening is static, the gap is held fixed and the coupling between pair creation and pair annihilation is left out. It is enough to show that \eqref{main} is a free-pair reference and not a prediction of the measured edge of a clean suspended sheet. In this estimate, with $E_g$ held fixed, a bound-pair line lies well below the free-pair threshold.

\section{The example beside real sheets}

A gap near $0.25$ eV is in the rough range reported for epitaxial graphene on silicon carbide, where its origin is debated. Pristine suspended graphene has no gap of this size, so the suspended example is an idealization. The following effects are each sized with the other settings held fixed.

\emph{Doping.} As-grown layers on silicon carbide can have a Fermi level roughly $0.4$ eV above midgap. A vertical transition needs an empty final state at $\hbar\omega/2$, so the onset moves to about $0.8$ eV. There the enhancement is $1+(0.25/0.8)^2=1.10$, and the doubling is out of reach. The doubled edge requires a Fermi level inside the gap and, at finite temperature, several $k_BT$ away from both band edges.

\emph{Temperature.} In a neutral sheet the absorbance is multiplied by the occupation difference between the two levels. With $u=\hbar\omega/(2k_BT)$ this is
\begin{equation}
\frac{1}{1+e^{-u}}-\frac{1}{1+e^{u}}=\frac{e^u-1}{e^u+1}=\tanh\frac{\hbar\omega}{4k_BT}.
\end{equation}
At 300 K and the gap energy it is $0.984$. A neutral gapless sheet at the same photon energy has the same factor, so the ratio of two survives.

\emph{Linewidth.} Averaging \eqref{main} over a Lorentzian of half width 5 meV gives $0.96\,\pi\alpha$ at the gap energy. Half of the line lies below the gap and contributes nothing, and the other half samples values below $2\pi\alpha$. The maximum, found on a grid of photon energies, is $1.69\,\pi\alpha$ and lies between 23 and 24 meV above the gap. A measured peak would therefore fall short of the factor of two even without doping or excitons.

\emph{Substrate.} For a rough infrared index $n=2.5$, \eqref{sheet} gives $1.45\%$ at 1 meV above the gap and $0.74\%$ without a gap. Both are about a third of their suspended values, while their ratio is $1.97$. With $\kappa=(1+n^2)/2=3.6$, the estimated exciton binding falls to about 30 meV. This value uses the infrared index. Since the binding is well below the optical phonon energies of silicon carbide, near 0.1 eV, the lattice can add to the screening. With a static dielectric constant of about 9.7 for the substrate, the same estimate gives about 16 meV.

\emph{Lattice.} The full honeycomb bands with nearest-neighbour hopping $3.09$ eV, which reproduces the chosen $v$, can be put through the same golden rule numerically. At $\hbar\omega=2E_g$ they give $1.252\,\pi\alpha$ instead of $1.250\,\pi\alpha$. At these photon energies the curvature of the real bands is a minor matter beside doping, linewidth and electron--hole attraction.

Numerical values quoted here were computed with a short program.
